# Relativistic contraction of the 1s orbital from the Dirac equation

**Question: how much does the 1s orbital really shrink at Z = 80?**

I am trying to put a number on the relativistic contraction of the 1s orbital, using a one-electron ion with $Z = 80$. The quick argument I know goes like this. The 1s electron moves at about $v = Z\alpha c$, so its mass grows to $m/\gamma$ with $\gamma = \sqrt{1-(Z\alpha)^2}$, and since the Bohr radius is proportional to $1/m$, the orbital shrinks by the factor $\gamma$. I would like to check this against the Dirac equation by calculating $\langle r\rangle$ and comparing it with the Schrödinger value $3a_0/(2Z)$. I get stuck at the start: I can write down the Dirac Hamiltonian, but I cannot reduce four coupled partial differential equations to something I can solve. How is the 1s state obtained, what is $\langle r\rangle$, and does it contract by $\gamma$? If it does not, what is wrong with the mass argument?

**Answer**

The mean radius contracts by less than your estimate says, but two other measures of the size of the orbital contract by exactly $\gamma$. Your $\gamma$ is less than one and is the inverse of the Lorentz factor at $v = Z\alpha c$; I keep that meaning throughout.

**The model**

Take one electron of mass $m$ and a fixed point nucleus of charge $Ze$, with no radiative corrections. With $\alpha = e^2/(4\pi\varepsilon_0\hbar c)$ and $a_0 = \hbar/(mc\alpha)$,

$$H = c\,\boldsymbol\alpha\cdot\mathbf p + \beta mc^2 + V,\qquad V = -\frac{Ze^2}{4\pi\varepsilon_0 r} = -\frac{Z\alpha\hbar c}{r},\qquad \mathbf p = -i\hbar\nabla .$$

In the Dirac representation $\beta$ is $+1$ on the upper two components $\psi_U$ and $-1$ on the lower two $\psi_L$, and $\boldsymbol\alpha$ has the Pauli matrices $\boldsymbol\sigma$ in its two off-diagonal blocks. Then $H\psi = E\psi$, with the rest energy included in $E$, is the pair

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L + (mc^2+V)\psi_U = E\psi_U,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_U + (-mc^2+V)\psi_L = E\psi_L .$$

**From four components to two radial functions**

In the nonrelativistic limit $\psi_U$ becomes the Schrödinger function times a spin state, so for an s state try $\psi_U = g(r)\chi$ with $\chi$ a constant two-component spinor, $\chi^\dagger\chi = 1$. Since $\nabla g = g'\,\hat{\mathbf r}$,

$$\boldsymbol\sigma\cdot\nabla\,(g\chi) = g'\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi .$$

The second equation then forces $\psi_L$ to be a radial function times $(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$. Write $\psi_L = i f(r)(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$, where the $i$ is chosen so that the radial equations come out real. The first equation needs $\boldsymbol\sigma\cdot\nabla$ acting on this form. With repeated indices summed and $\partial_i r = x_i/r$,

$$\boldsymbol\sigma\cdot\nabla\,\big(f\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\big) = \sigma_i\sigma_j\,\partial_i\!\left(\frac{f x_j}{r}\right)\chi,\qquad \partial_i\!\left(\frac{f x_j}{r}\right) = \frac fr\,\delta_{ij} + \left(\frac fr\right)'\frac{x_ix_j}{r}.$$

The tensor on the right is symmetric in $i$ and $j$. In $\sigma_i\sigma_j = \delta_{ij} + i\epsilon_{ijk}\sigma_k$ the second term is antisymmetric, so it drops out of the sum and only the trace remains:

$$\frac{3f}{r} + r\left(\frac{f'}{r} - \frac{f}{r^2}\right) = f' + \frac{2f}{r}.$$

The same Pauli identity gives $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2 = 1$. Because $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is Hermitian, $\psi_L^\dagger\psi_L = f^2\chi^\dagger(\boldsymbol\sigma\cdot\hat{\mathbf r})^2\chi = f^2$ for real $f$, and the density $\psi^\dagger\psi = g^2+f^2$ is spherical.

Insert both results. In the first equation the factor is $c\,(-i\hbar)(i) = +\hbar c$ and every term carries $\chi$:

$$\hbar c\left(f' + \frac{2f}{r}\right) = (E - mc^2 - V)\,g .$$

In the second, every term carries $i(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$, and dividing it out leaves $-\hbar c\,g' + (-mc^2+V)f = Ef$, that is

$$\hbar c\,g' = -(E + mc^2 - V)\,f .$$

Now set $P = rg$ and $Q = rf$, so that the probability of finding the electron between $r$ and $r+dr$ is $4\pi(P^2+Q^2)\,dr$. From $g = P/r$ one has $g' = (P' - P/r)/r$, and from $f = Q/r$ one has $f' + 2f/r = (Q' - Q/r)/r + 2Q/r^2 = (Q' + Q/r)/r$. Multiplying both equations by $r$,

$$\hbar c\left(P' - \frac Pr\right) = -\left(E + mc^2 + \frac{Z\alpha\hbar c}{r}\right)Q,\qquad \hbar c\left(Q' + \frac Qr\right) = \left(E - mc^2 + \frac{Z\alpha\hbar c}{r}\right)P .$$

**The nodeless solution**

The Schrödinger 1s function is $P\propto r\,e^{-Zr/a_0}$, so try the same form with a free power and a free decay constant: $P = A\,r^s e^{-\lambda r}$, $Q = B\,r^s e^{-\lambda r}$, $\lambda>0$. Each derivative multiplies the function by $s/r - \lambda$, and after cancelling $r^s e^{-\lambda r}$,

$$\hbar c\left(\frac{s-1}{r} - \lambda\right)A = -\left(E+mc^2+\frac{Z\alpha\hbar c}{r}\right)B,$$

$$\hbar c\left(\frac{s+1}{r} - \lambda\right)B = \left(E-mc^2+\frac{Z\alpha\hbar c}{r}\right)A .$$

These hold for all $r$ only if the $1/r$ terms and the constant terms match separately.

The $1/r$ terms give $(s-1)A = -Z\alpha B$ and $(s+1)B = Z\alpha A$. Multiplying the two and cancelling $AB$ gives $s^2 - 1 = -(Z\alpha)^2$, so $s = \pm\gamma$ with $\gamma = \sqrt{1-(Z\alpha)^2}$. This is where your $\gamma$ enters the Dirac problem, as the power of $r$ at the nucleus. It is real only for $Z\alpha<1$, that is up to $Z = 137$, and I assume this from here on. The root $s=-\gamma$ is rejected because the integrand of $\langle V\rangle$ would behave as $r^{-2\gamma-1}$ and diverge at the origin; for $2\gamma>1$, which includes $Z=80$, the norm itself would diverge. With $s=\gamma$,

$$b \equiv \frac BA = \frac{Z\alpha}{1+\gamma},\qquad b^2 = \frac{1-\gamma^2}{(1+\gamma)^2} = \frac{1-\gamma}{1+\gamma}.$$

The constant terms give $\hbar c\lambda A = (E+mc^2)B$ and $\hbar c\lambda B = (mc^2-E)A$, or $b = \hbar c\lambda/(mc^2+E)$ and $b = (mc^2-E)/(\hbar c\lambda)$. Their product is $b^2 = (mc^2-E)/(mc^2+E)$, which solves to $E = mc^2(1-b^2)/(1+b^2)$. Since $1-b^2 = 2\gamma/(1+\gamma)$ and $1+b^2 = 2/(1+\gamma)$,

$$E = \gamma\,mc^2 .$$

Putting this into $\hbar c\lambda = (mc^2+E)\,b$ gives $\hbar c\lambda = (1+\gamma)mc^2\cdot Z\alpha/(1+\gamma) = Z\alpha\,mc^2$, so

$$\lambda = \frac{Z\alpha mc}{\hbar} = \frac{Z}{a_0}.$$

The decay constant is exactly the Schrödinger one, while the power has dropped from $1$ to $\gamma$.

The identification with 1s rests on the nonrelativistic limit, $c\to\infty$ at fixed $a_0$, which is $Z\alpha\to0$. There $\gamma\to1$, $b\to0$, $P\to A\,r\,e^{-Zr/a_0}$, and $E - mc^2\to-\tfrac12(Z\alpha)^2mc^2$, the Schrödinger ground level. At finite $Z\alpha$ the solution stays nodeless. The fraction of the norm in the lower components is $b^2/(1+b^2) = (1-\gamma)/2$.

**The mean radius and its neighbours**

$P$ and $Q$ have the same radial shape, so the radial density is

$$D(r)\propto r^{2\gamma}\,e^{-2Zr/a_0},$$

and the constant $A^2+B^2$ cancels from every average. Substituting $t = 2Zr/a_0$ and using $\Gamma(n+1) = \int_0^\infty t^n e^{-t}\,dt$,

$$\langle r^k\rangle = \frac{\int_0^\infty r^{2\gamma+k}e^{-2Zr/a_0}\,dr}{\int_0^\infty r^{2\gamma}e^{-2Zr/a_0}\,dr} = \left(\frac{a_0}{2Z}\right)^{k}\frac{\Gamma(2\gamma+1+k)}{\Gamma(2\gamma+1)} .$$

No value of $\Gamma$ is needed, only its recursion. Integration by parts gives $\int_0^\infty t^ne^{-t}dt = \big[-t^ne^{-t}\big]_0^\infty + n\int_0^\infty t^{n-1}e^{-t}dt$, and the boundary term vanishes for $n>0$, so $\Gamma(n+1) = n\,\Gamma(n)$ for non-integer $n$ as well. For $k=1$, $\Gamma(2\gamma+2) = (2\gamma+1)\Gamma(2\gamma+1)$, and

$$\langle r\rangle = \frac{(2\gamma+1)\,a_0}{2Z},\qquad \frac{\langle r\rangle_{\rm Dirac}}{\langle r\rangle_{\rm Schr}} = \frac{2\gamma+1}{3}.$$

At $\gamma=1$ this is $3a_0/(2Z)$. For $k=2$ the recursion is used twice, and for $k=-1$ it is used once on the denominator, $\Gamma(2\gamma+1) = 2\gamma\,\Gamma(2\gamma)$:

$$\langle r^2\rangle = (2\gamma+1)(2\gamma+2)\left(\frac{a_0}{2Z}\right)^2,\qquad \left\langle\frac1r\right\rangle = \frac{2Z}{a_0}\,\frac{1}{2\gamma} = \frac{Z}{\gamma a_0}.$$

The most probable radius follows from $d\ln D/dr = 2\gamma/r - 2Z/a_0 = 0$, which gives $r_{\max} = \gamma a_0/Z$. The Schrödinger values, at $\gamma=1$, are $3(a_0/Z)^2$, $Z/a_0$ and $a_0/Z$.

**What the mass argument computes**

The speed you used is the Schrödinger root-mean-square speed. For $\psi\propto e^{-\lambda r}$, $|\nabla\psi|^2 = \lambda^2|\psi|^2$, so $\langle p^2\rangle = \hbar^2\lambda^2$ and $\sqrt{\langle p^2\rangle}/m = Z\hbar/(ma_0) = Z\alpha c$. Replacing $m$ by the constant $m/\gamma$ in the Schrödinger equation turns $a_0$ into $\gamma a_0$. The only length in that problem is $a_0/Z$, so every length scales by $\gamma$, and the estimate predicts $\langle r\rangle_{\rm naive} = 3\gamma a_0/(2Z)$.

Mixing a nonrelativistic speed with a relativistic mass looks inconsistent, but a consistent classical model gives the same factor. Take a relativistic particle on a circular orbit with angular momentum $pr=\hbar$. In terms of $X = mcr/\hbar$, its energy at zero radial momentum is $E/mc^2 = \sqrt{1+1/X^2} - Z\alpha/X$, and the circular orbit sits at the minimum:

$$-\frac{1}{X^3\sqrt{1+1/X^2}} + \frac{Z\alpha}{X^2} = 0 .$$

Multiplying by $X^2$ and using $X\sqrt{1+1/X^2} = \sqrt{X^2+1}$ gives $\sqrt{X^2+1} = 1/(Z\alpha)$, so $X^2 = (1-(Z\alpha)^2)/(Z\alpha)^2$ and $X = \gamma/(Z\alpha)$. The radius is $r = X\hbar/(mc) = \gamma a_0/Z$. The speed is $v/c = pc/\sqrt{m^2c^4+p^2c^2} = 1/\sqrt{X^2+1} = Z\alpha$. The energy is $E/mc^2 = \big(\sqrt{X^2+1} - Z\alpha\big)/X = \big(\gamma^2/(Z\alpha)\big)\big(Z\alpha/\gamma\big) = \gamma$. The orbit therefore reproduces the Dirac energy, and its radius equals both $r_{\max}$ and $1/\langle 1/r\rangle$. This agreement is the outcome of two separate calculations for the 1s state of a point nucleus; it does not show that the electron has one radius or one speed.

**Comparison**

The fractional contraction of the mean radius is

$$1 - \frac{2\gamma+1}{3} = \frac{2-2\gamma}{3} = \frac23\,(1-\gamma),$$

and the naive one is $1-\gamma$. In this model the estimate overstates the contraction of $\langle r\rangle$ by the factor $3/2$ for every $Z$, light atoms included. With $\sqrt{1-u} = 1 - u/2 - u^2/8 - \dots$ and $u = (Z\alpha)^2$, the naive contraction is $(Z\alpha)^2/2 + (Z\alpha)^4/8+\dots$ and the Dirac one is $(Z\alpha)^2/3 + (Z\alpha)^4/12+\dots$, so the two already differ at leading order.

The factor $2/3$ can be read from the formula for the mean split into two terms:

$$\langle r\rangle = \frac{\gamma a_0}{Z} + \frac{a_0}{2Z} = r_{\max} + \frac{1}{2\lambda}.$$

For any density $r^{2s}e^{-2\lambda r}$ the formulas above give a peak at $s/\lambda$ and a mean at $s/\lambda + 1/(2\lambda)$. The Dirac equation changes $s$ and leaves $\lambda$ alone, so the peak and the mean move inward by the same distance, $(1-\gamma)a_0/Z$. Relative to the Schrödinger peak $a_0/Z$ that distance is the fraction $1-\gamma$; relative to the Schrödinger mean $3a_0/(2Z)$ it is two thirds of that. The constant-mass substitution keeps $s=1$ and raises $\lambda$ to $Z/(\gamma a_0)$, which gives the right peak but also shrinks the offset $1/(2\lambda)$.

The Dirac density is thus the Schrödinger density multiplied by $r^{-2(1-\gamma)}$ and renormalised, a change of shape and not a rescaling, and different measures of size contract by different factors. They are ordered as

$$\gamma \;<\; \frac{2\gamma+1}{3} \;<\; \sqrt{\frac{(2\gamma+1)(2\gamma+2)}{12}}$$

for $1/\langle1/r\rangle$, $\langle r\rangle$ and the rms radius, when $\gamma<1$. The first inequality holds because $(2\gamma+1)/3-\gamma = (1-\gamma)/3>0$. For the second, square both sides, divide by $2\gamma+1$ and multiply by $18$: it becomes $4\gamma+2<3\gamma+3$, again $\gamma<1$. The extreme case is $Z\alpha\to1$, $\gamma\to0$: the naive radius goes to zero, while $\langle r\rangle$ tends to $a_0/(2Z)$, one third of the Schrödinger value.

**Numbers for Z = 80**

This is hydrogen-like mercury, Hg$^{79+}$, at the point-nucleus Dirac level. With $\alpha = 0.007297353$ and $a_0 = 52.91772$ pm,

$$Z\alpha = 80\times0.007297353 = 0.583788,\qquad \gamma = \sqrt{1-0.340809} = 0.811906 .$$

The speed in the estimate is $1.750\times10^{8}$ m/s and the Lorentz factor is $1/\gamma = 1.2317$. The binding energy is $(1-\gamma)mc^2 = 0.188094\times8.187106\times10^{-14}\ \mathrm J = 1.540\times10^{-14}$ J (96.1 keV), against $1.395\times10^{-14}$ J from the Schrödinger equation. The ratio $Q/P$ is $0.583788/1.811906 = 0.3222$, and the lower components hold the fraction $0.188094/2 = 0.0940$ of the norm.

The length unit is $a_0/Z = 52.91772/80 = 0.661472$ pm, and $a_0/(2Z) = 0.330736$ pm. The three mean radii are:

- Schrödinger: $3\times0.330736 = 0.9922$ pm, or $0.01875\,a_0$.
- Dirac: $2.623812\times0.330736 = 0.8678$ pm, or $0.01640\,a_0$.
- Naive: $0.811906\times0.9922 = 0.8056$ pm, or $0.01522\,a_0$.

Relative to the Schrödinger mean, the Dirac factor is $2.623812/3 = 0.8746$, a contraction of 12.5 %, and the naive factor is $0.8119$, a contraction of 18.8 %. The naive radius lies 7.2 % below the Dirac radius, relative to the Dirac radius. The first two series terms give $11.36+0.97 = 12.33$ % and $17.04+1.45 = 18.49$ %, short of the full 12.54 % and 18.81 % by the omitted higher orders.

The peak is at $0.811906\times0.661472 = 0.5371$ pm, and $0.5371+0.3307 = 0.8678$ pm returns the mean. The peak has moved in by $0.6615-0.5371 = 0.1244$ pm and the mean by $0.9922-0.8678 = 0.1244$ pm. The rms radius goes from $1.1457$ pm to $1.0198$ pm, a factor $0.8901$ or 11.0 %. The trend with $Z$, with the Dirac column taken from numerical integration of the radial equations, is:

| $Z$ | $\gamma$ | Dirac contraction of $\langle r\rangle$ (%) | naive (%) |
|---|---|---|---|
| 1 | 0.999973 | 0.0018 | 0.0027 |
| 10 | 0.997334 | 0.178 | 0.267 |
| 40 | 0.956451 | 2.90 | 4.35 |
| 80 | 0.811906 | 12.54 | 18.81 |
| 100 | 0.683730 | 21.08 | 31.63 |

The numerical check tests these results independently. It applies the full $4\times4$ Cartesian Hamiltonian to the spinor form and to the solution, integrates the radial equations numerically without using $\gamma$ and compares the energy, power, decay constant, moments and peak with the formulas, and minimises the orbit energy numerically. It also scans 30 energies at $Z=80$, from $-0.95\,mc^2$ to a point above the 1s level, and finds one sign change of the matching condition, so the scan shows no lower level of these radial equations in that range, although two levels lying between the same pair of neighbouring scan points would escape it.

**Where the formula stops applying**

The power $r^\gamma$ comes from the $1/r$ terms of a point charge, and it makes $g\propto r^{\gamma-1}$ diverge weakly at the origin. A nucleus of finite size removes this. For a uniformly charged sphere of radius $R$, Gauss's law gives a force growing linearly with $r$ inside, and matching to the Coulomb value at $R$ gives $V = -Z\alpha\hbar c\,(3 - r^2/R^2)/(2R)$, which is less attractive than $-Z\alpha\hbar c/r$ for $r<R$. With the round model radius $R = 0.007$ pm at $Z=80$, numerical integration gives $\langle r\rangle = 0.8684$ pm, which is 0.07 % above the point-nucleus value, and the contraction relative to the point-nucleus Schrödinger mean $3a_0/(2Z)$ becomes 12.48 % in place of 12.54 % (12.49 % if the Schrödinger mean is computed with the same extended nucleus). Within the Dirac equation the two nuclear models therefore agree on 0.868 pm and 12.5 %. Radiative corrections are left out of both, and their effect on these digits is not computed here. For $Z\alpha>1$, $\gamma$ is imaginary and the point-nucleus solution does not exist in this form.

The formula is for one electron. In neutral mercury the other electrons change the potential, the solution no longer has the form $r^\gamma e^{-Zr/a_0}$, and the exact $2/3$ is not guaranteed; nothing derived here covers other orbitals either.

Finally, $r$ here is the position operator of the four-component theory, weighted with $\psi^\dagger\psi$. Two-component schemes that decouple the upper and lower components by a unitary transformation $U$ work with $U\psi$. The same mean radius is then obtained from the transformed operator, since $\langle U\psi|\,UrU^\dagger\,|U\psi\rangle = \langle\psi|r|\psi\rangle$. A transformation that depends on $\mathbf p$ does not in general commute with $r$, so the expectation value of the bare $r$ in the transformed state is a different quantity; the difference is called the picture-change error, and its size is not computed here.

## Computed values

```
alpha = 0.007297353, a0 = 52.91772 pm, mc^2 = 8.187106e-14 J
Z = 80, Z alpha = 0.583788, (Z alpha)^2 = 0.340809
gamma = 0.811906, 1/gamma = 1.231670, 2 gamma+1 = 2.623812
speed Z alpha c = 1.75015e+08 m/s
a0/Z = 0.661472 pm, a0/(2Z) = 0.330736 pm
B/A = Q/P = 0.322196 (shooting 0.322196)
small-component weight = 0.094047 (shooting 0.094047)
E/mc^2 shooting = 0.811906, orbit = 0.811906
binding Dirac = 1.53995e-14 J = 96.116 keV
binding Schroedinger = 1.39512e-14 J
shooting: power at origin = 0.811906, decay*a0/Z = 1.000000
<r> Schroedinger = 0.992207 pm = 0.018750 a0
<r> Dirac formula = 0.867788 pm = 0.016399 a0
<r> Dirac shooting = 0.867788 pm
<r> naive = 0.805579 pm = 0.015223 a0
naive <r> below Dirac <r> by 7.169 %
factor Dirac = 0.874604, contraction = 12.540 %
factor naive = 0.811906, contraction = 18.809 %
contraction ratio (shooting mean / orbit) = 0.666667
series terms Dirac: 11.360 % + 0.968 %
series terms naive: 17.040 % + 1.452 %
peak radius formula = 0.537053 pm, shooting = 0.537053 pm
orbit radius = 0.537053 pm, orbit v/c = 0.583788
1/<1/r> shooting = 0.537053 pm
<r> - peak, shooting = 0.330736 pm
rms radius Schroedinger = 1.145702 pm
rms radius Dirac = 1.019836 pm, shooting 1.019836 pm
rms factor = 0.890140, contraction = 10.986 %
sphere nucleus R = 0.007 pm: <r> = 0.868367 pm
  change vs point = +0.067 %, contraction = 12.481 %
trend: Z, gamma, contraction of <r> by shooting (%), naive (%)
    1  0.999973  0.0018  0.0027
   10  0.997334  0.1777  0.2666
   40  0.956451  2.9033  4.3549
   80  0.811906  12.5396  18.8094
  100  0.683730  21.0847  31.6270
```
